The Two-Loop Photon Polarization of Massless Scalar Electrodynamics

**Q.** "The polarization" can mean several functions. Which one do you compute?

**A.** I take one complex scalar φ, with renormalized mass zero, coupled to photons, in units ħ = c = 1. Momenta are Euclidean until I say otherwise, and the scalar action is φ*(p+eA)²φ. Its vertices are −e(p+p′)^μ for one photon and −2e²δ^{μν} for two (the seagull). In the effective action, which includes loops of both scalars and photons, the term quadratic in the photon field is

½ A_μ [(q²δ^{μν} − q^μq^ν)(1 + Π)] A_ν.

Thus Π^{μν} = (q²δ^{μν} − q^μq^ν)Π is minus the sum of the one-particle-irreducible graphs. With bare coupling α₀ = e²/4π and Q² = q², the combination

1/α(Q) = (1 + Π)/α₀

defines an invariant charge. I work in d = 4 − 2ε dimensions.

**Q.** You have assumed that Π^{μν} is transverse. Does this survive an internal photon?

**A.** Yes. Integrating out φ gives a determinant that depends on A in a gauge-invariant way, so the closed scalar loop with four photon legs vanishes when any leg is contracted with its own momentum. Joining two legs by a photon line leaves the other two transverse. It also removes any l^ρl^σ term of the photon propagator, so I may use Feynman gauge, δ^{ρσ}/l². The trace suffices: Π^μ_μ = (d−1)q²Π.

**Q.** Start with one loop, so that I can follow the signs.

**A.** I divide each loop integral by π^{d/2}, which leaves a factor (4π)^{−d/2} per loop. Feynman parameters give

∫ d^dk/π^{d/2} 1/[k^{2a}(k−q)^{2b}] = G(a,b)(q²)^{d/2−a−b},
G(a,b) = Γ(d/2−a)Γ(d/2−b)Γ(a+b−d/2)/[Γ(a)Γ(b)Γ(d−a−b)].

Here the momentum integral supplies Γ(a+b−d/2), and the parameter integral is a beta function. An integral without a scale is zero in this regularization. The seagull graph is therefore zero, and the other graph gives

Π₁^μ_μ = −e²(4π)^{−d/2} ∫ d^dk/π^{d/2} (2k−q)²/[k²(k−q)²], with (2k−q)² = 2k² + 2(k−q)² − q².

The first two terms cancel a line and vanish. Hence

Π₁ = e²G₁(q²)^{−ε}/[(d−1)(4π)^{d/2}],
G₁ = G(1,1) = Γ(1−ε)²Γ(ε)/Γ(2−2ε).

**Q.** How many graphs are there at two loops, and with what weights?

**A.** Attach external photons μ, ν and the two ends ρ, σ of the internal photon to the loop. Each cyclic order counts once, and a factor ½ accounts for exchanging ρ and σ.

- Four single vertices have six orders. In two of them μ and ν are opposite (vertex graph V); in four they are adjacent (self-energy graph S).
- One seagull joining an external to an internal end allows four pairs and two orders, with factor (−2e²)(−e)² = −2e⁴. This is graph E.
- Two such seagulls allow two pairings, with factor 4e⁴ and index trace d. This is the sunset N.

Seagulls joining μ to ν, or ρ to σ, contain a scaleless integral and vanish. At q² = 1, therefore,

Π₂ = −e⁴X/[(d−1)(4π)^d], X = V + 2S − 8E + 4dN.

**Q.** And the quartic scalar coupling, which renormalization requires?

**A.** To first order in it, two scalar loops touch at a point. If each carries one external photon, each contains ∫(2k−q)^μ/[k²(k−q)²], which changes sign under k → q−k and is zero. If one loop carries both photons, the other is a scaleless tadpole. So it does not contribute at this order.

**Q.** The vertex graph has five propagators and a quartic numerator. How do you control it?

**A.** I write everything through the denominators

D₁ = k², D₂ = p², D₃ = (k−q)², D₄ = (p−q)², D₅ = (k−p)²,

where D₅ belongs to the photon. With ⟨…⟩ for the double integral at q² = 1, define

J = ⟨1/(D₁D₂D₃D₄D₅)⟩, P = ⟨1/(D₁D₂D₃D₄)⟩ = G₁²,
A = ⟨1/(D₂D₃D₄D₅)⟩, N = ⟨1/(D₂D₃D₅)⟩.

Let s = D₁+D₂+D₃+D₄. Since 2k·q = D₁+1−D₃, 2p·q = D₂+1−D₄ and 2k·p = D₁+D₂−D₅, the two vector products in V are

(2k−q)·(2p−q) = s − 2D₅ − 1,
(k+p)·(k+p−2q) = s − D₅ − 2.

Their product is s² − 3sD₅ + 2D₅² − 3s + 5D₅ + 2. Over the five denominators its terms give the following.

- 2 gives 2J, 5D₅ gives 5P, and −3s gives −12A by symmetry.
- −3sD₅ leaves a loop with a single line: zero.
- In 2D₅², one D₅ remains as numerator. Its k² and p² vanish, and −2k·p averages to −2(q/2)·(q/2) = −½. The result is −P.
- In s², the cross terms 2(D₁D₄+D₂D₃) give 4N; the others are scaleless.
- The squares give 4⟨D₁/(D₂D₃D₄D₅)⟩. In the k loop, k² = D₃+2k·q−1, D₃ drops out, and k averages to (p+q)/2, so k² becomes p·q = (D₂+1−D₄)/2. The D₂ term is scaleless. The result is 4·½(A−N) = 2A−2N.

The sum is

V = 2J + 4P − 10A + 2N.

**Q.** And the other two?

**A.** The self-energy graph is

S = ⟨(2k−q)²(k+p)²/(D₁²D₂D₃D₅)⟩.

Here (k+p)² = 2D₁+2D₂−D₅, where D₂ and D₅ each leave the p loop with one line, so 2D₁ remains. Also (2k−q)² = 2D₁+2D₃−1. The D₃ term loses all dependence on q, and

S = 2(2N − A) = 4N − 2A.

The one-seagull graph is E = ⟨(2k−q)·(k+p)/(D₁D₂D₃D₅)⟩. In the p loop p averages to k/2, so the numerator is (3/2)(2k²−k·q) = (3/4)(3D₁+D₃−1), and

E = (3/4)(3N − A).

**Q.** J is still an unknown two-loop integral.

**A.** Integration by parts reduces it. The integral of the total derivative ∂/∂k·[(k−p)/(D₁D₂D₃D₄D₅)] is zero. With 2k·(k−p) = D₁+D₅−D₂ and 2(k−q)·(k−p) = D₃+D₅−D₄ this reads

(d−4)J = ⟨[(D₅−D₂)/D₁ + (D₅−D₄)/D₃]/(D₁D₂D₃D₄D₅)⟩.

The two terms are equal under k → q−k, p → q−p. Removing D₅ gives G(2,1)G₁ = −(d−3)P. Removing D₂ leaves a bubble inside a bubble, G₁G(2,3−d/2), while A = G₁G(1,3−d/2). The gamma functions give their ratio:

G(2,3−d/2)/G(1,3−d/2) = (4−d)(3d/2−5)/(d/2−2) = −(3d−10).

Therefore

J = 2[(d−3)P − (3d−10)A]/(4−d).

Similarly N = G₁G(1,2−d/2), and

A/N = (3−d)(3d/2−4)/[(d−3)(2−d/2)] = −(3d−8)/(4−d).

**Q.** Put it together without skipping the cancellation.

**A.** Inserting V, S and E,

X = 2J + 4P − 10A + 2N + (8N − 4A) − (18N − 6A) + 4dN
 = 2J + 4P − 8A + 4(d−2)N.

With J inserted, the coefficient of P is [4(d−3)+4(4−d)]/(4−d) = 4/(4−d). That of A is [−4(3d−10)−8(4−d)]/(4−d) = −4(d−2)/(4−d). Replacing N by −(4−d)A/(3d−8) and using (3d−8)+(4−d)² = d²−5d+8 gives

X = [4/(4−d)](P − κA),
κ = (d−2)(d²−5d+8)/(3d−8) = 2(1−ε)[1 + 2ε²/(2−3ε)].

At d = 3.8 the gamma functions give P = 136.060 and A = 77.071. The classes V, 2S, −8E and 4dN contribute −216.565, −344.553, 544.032 and −68.911, so X = −85.997. In this gauge the largest class is about six times the sum in magnitude, so most of it cancels against the others.

**Q.** P and A both diverge as 1/ε². What is left?

**A.** From the gamma functions,

A/P = ½ (1−2ε)/(1−3ε) · R,
R = Γ(1+2ε)Γ(1−2ε)²/[Γ(1+ε)²Γ(1−ε)Γ(1−3ε)].

Use ln Γ(1+x) = −γx + π²x²/12 + O(x³), with γ Euler's constant. In ln R the linear terms add with weights 2−4−2+1+3 = 0 and the quadratic ones with 4+8−2−1−9 = 0, so R = 1+O(ε³). Since (1−ε)(1−2ε) = (1−3ε)+2ε²,

κA/P = (1+2ε²)(1+ε²) + O(ε³) = 1 + 3ε² + O(ε³).

With P = 1/ε² + O(1/ε), the bracket P − κA tends to −3. Since 4/(4−d) = 2/ε,

X = −6/ε + O(1).

The double pole is absent. A 1/ε² would signal a divergent subgraph, and by the Ward identity the divergences of the scalar self-energy and of its photon vertices cancel. The photon inside is not itself corrected at this order.

**Q.** What does this single pole say about the running charge?

**A.** Restoring q², Π₁ scales as Q^{−2ε} and Π₂ as Q^{−4ε}. Differentiating 1/α(Q) = (4π/e²)(1+Π₁+Π₂) and letting ε → 0,

one loop: 4π(−2εG₁)/(3·16π²) → −1/(6π),
two loops: 4πe²(4εX)/(3·256π⁴) → −e²/(8π³) = −α/(2π²).

Replacing the bare by the running coupling in the last term changes terms of higher order, whose poles cancel against higher loops in a renormalizable theory. Since dα = −α² d(1/α),

dα/d ln Q = α²/(6π) + α³/(2π²) + O(α⁴).

The derivative is with respect to ln Q; with respect to ln Q² both coefficients halve. Both terms are positive: the charge grows at short distance.

**Q.** Would a different definition of α change the second coefficient?

**A.** Not if it differs by a constant series. Let α′ = α + cα², and call the coefficients b₀ and b₁. Then

dα′/d ln Q = (1+2cα)(b₀α²+b₁α³) = b₀α² + (b₁+2cb₀)α³ + O(α⁴),

and α′² = α² + 2cα³ + … turns the right side into b₀α′² + b₁α′³ + O(α′⁴).

**Q.** How does a Euclidean function give a decay rate?

**A.** By unitarity, the rate at which a virtual photon of squared mass M² turns into matter is proportional to the imaginary part of Π at q² → −M². The cuts of Π₂ contain φφ* and φφ*γ. Under the continuation (q²)^{−ε} becomes M^{−2ε}e^{iπε}, so Π₁ supplies sin(πε) and Π₂ supplies sin(2πε). At M = 1 their ratio is

Im Π₂/Im Π₁ = −2cos(πε) X e²/[G₁(4π)^{d/2}] → 12e²/(16π²) = 3α/π.

The total rate is the Born rate times 1 + 3α/π + O(α²). Polarization of the external photon itself is not included. The same number is the ratio of the two beta-function terms, because near d = 4 both quantities compare the coefficients of ln q² in Π₂ and Π₁.

**Q.** I would trust this more if you added the actual rates. Soft and collinear photons should make each one infinite.

**A.** They do at d = 4; for ε < 0 the infrared integrals converge. Take the virtual part first, with outgoing momenta p₁, p₂ and q = p₁+p₂. Corrections on a massless external leg, and seagull graphs, depend on p₁² = 0 or p₂² = 0 and are scaleless. The vertex graph has the numerator of V with p = p₁ and D₂ = D₄ = 0. A term that cancels D₁ or D₃ leaves a bubble with lightlike momentum: zero. What remains is 5G₁ − G₁ + 2C, where −G₁ comes from 2D₅² with q·p₁ = ½, and C is the triangle

C = Γ(1+ε)Γ(−ε)²/Γ(1−2ε) = (1−2ε)G₁/ε.

Projecting on the tree vertex, with (2p₁−q)² = −1, gives the form factor

F = 1 − e²(4G₁+2C)/(4π)^{d/2} = 1 − 2e²G₁/[ε(4π)^{d/2}].

In units e²/(4π)^{d/2}, the timelike rate changes by 2Re(F−1) = −4cos(πε)G₁/ε. This is the P part of the cut loop.

**Q.** Then real emission must equal the A part.

**A.** It does. Now use Minkowski momenta with q² = 1, photon momentum l, a = 2p₁·l, b = 2p₂·l and c = 2p₁·p₂, so a+b+c = 1. Without the factor e² the amplitude is

M^{μν} = 2p₁^ν u^μ/a − 2p₂^ν w^μ/b − 2g^{μν},
u = p₁+l−p₂, w = p₁−p₂−l.

Contraction with l_ν gives u−w−2l = 0, so −g may serve as polarization sum. With u·w = −c, 2p₁·u = a−c and 2p₂·w = c−b, the square is

4c²/(ab) − 4(a−c)/a + 4(c−b)/b + 4d = 4[c/(ab) + d − 2],

where a+b+c = 1 was used. The Born square is −(p₁−p₂)² = 1.

For phase space, the energy delta function fixes the angle θ between the scalars and leaves (E₁E₂ sin θ)^{d−4}dE₁dE₂. Since 2E₁E₂(1−cos θ) = c and 2E₁E₂(1+cos θ) = ab, this is proportional to (abc)^{−ε}da db. The totals follow from cutting the sunset and the bubble. Their ratio is −2cos(πε)N/G₁ = Γ(1−ε)²/Γ(3−3ε) in units (4π)^{−d/2}, while ∫(abc)^{−ε}da db = Γ(1−ε)³/Γ(3−3ε). The density is therefore (abc)^{−ε}/Γ(1−ε), and the real part is

[4/Γ(1−ε)] ∫ da db (abc)^{−ε}[c/(ab) + 2 − 2ε]
 = [4(1−ε)/ε²][1 + 2ε²/(2−3ε)] Γ(1−ε)²/Γ(2−3ε).

The A part of the cut loop is (4/ε)cos(πε)κA/G₁. With Γ(2ε)Γ(1−2ε) = π/sin(2πε) it becomes (2κ/ε²)Γ(1−ε)²/Γ(2−3ε), the same expression.

**Q.** Show me the infinities cancelling.

**A.** Gauss–Jacobi quadrature of the infrared integrals gives, in units e²/(4π)^{d/2}:

ε = −0.10: virtual −333.942, real 344.295, sum 10.353
ε = −0.01: virtual −39420.104, real 39431.924, sum 11.820

The separate parts grow as 1/ε², while the sum approaches 12, which is 3α/π. A rate for φφ* with no photon at all has no finite value at this order. The factor applies when emission is summed over.

**Q.** How large are the effects?

**A.** If α(M) equals 0.0072974, the measured low-energy value in nature, then 3α/π = 0.00697, a correction of 0.70% to the Born rate. For a model coupling α(Q₀) = 0.1 the correction is 0.0955. At Q₀ the two beta-function terms are 0.000531 and 0.000051.

Now raise Q by a factor 1000, so that ln(Q/Q₀) = 6.9078. At one loop,

1/α(Q) = 10 − 0.0530516 × 6.9078 = 9.6335, α(Q) = 0.10380.

Numerical integration of the two-term equation gives 0.10419. The second term adds 0.00039 to a one-loop rise of 0.00380, about a tenth. The ratio of the two terms, 3α/π, runs from 0.0955 to 0.0995 over this range. The shift is slightly larger, 0.1015 of the rise, because the increased α also enlarges the α² term.

**Q.** Where does the result stop applying?

**A.** The expansion needs 3α/π ≪ 1 and a weak quartic coupling λ. The first power of λ drops out only at the order computed above. With one more photon, joining the two touching loops, each loop carries two photons and the symmetry argument no longer applies. Such terms, and those in λ², are neglected here; the remainders O(α²) in the rate and O(α⁴) in the running assume that λ, defined by the term λ(φ*φ)², is at most of order e² over the whole range of scales used. It runs too, at one loop as 16π² dλ/d ln Q = 20λ² − 12λe² + 6e⁴. In the example with α(Q₀) = 0.1 and a factor 1000 in Q, λ grows from 0 to about 0.35; started at e² = 1.26 it reaches about 8, which is no longer weak. The scalar mass m must also be negligible: M² ≫ m² for the rate and Q² ≫ m² for the running. The same holds for any photon mass. At zero renormalized scalar mass, photon loops give φ a nonzero vacuum value, which makes the photon massive. At one loop λ/e² has no fixed point, so any weak λ runs down to zero at some lower scale, and a larger λ only lowers that scale. M and Q must lie far above the masses this produces. Near the threshold M = 2m the velocity of the scalars is a second variable, and a single number cannot describe the correction. Further charged fields would add their own terms to the beta function.
